# The Kjeldaas edge of helicons and its cube-root frequency law

A helicon is a slow electromagnetic wave that enters a metal along a strong magnetic field. Its local dispersion law still gives a real wave number far below the field at which the wave stops, and so gives no warning. Adding the condition that the fastest electrons be in cyclotron resonance does give a threshold, but one that is too low. For a metal with the electron density of lithium and a wave of 100 MHz, this estimate promises transmission down to 6.85 T. At 7.06 T, above that value, the amplitude of the wave in the same model already falls by a factor \(e\) in about 7 µm, even if collisions are made very rare. The threshold does rise as the cube root of the frequency, as the estimate says. Its prefactor must come from the response of electrons that move an appreciable part of a wavelength during one cyclotron turn.

Take a degenerate gas of electrons with charge \(-e\), mass \(m\), density \(n\) and a spherical Fermi surface of radius \(p_F=\hbar(3\pi^2n)^{1/3}\), with \(v_F=p_F/m\). Gaussian units are used. The static field \(B\) points along \(z\), the wave varies as \(e^{i(qz-\omega t)}\) with its electric field in the \(xy\) plane, and

\[
\omega_c=\frac{eB}{mc},\qquad \omega_p^2=\frac{4\pi ne^2}{m}.
\]

In the static field and the wave's electric field, an electron obeys

\[
\dot v_x=-\frac em E_x-\omega_c v_y,\qquad
\dot v_y=-\frac em E_y+\omega_c v_x .
\]

Subtracting \(i\) times the second equation from the first, with \(v_-=v_x-iv_y\) and \(E_-=E_x-iE_y\), gives

\[
\dot v_-=-\frac em E_- -i\omega_c v_- .
\]

Free motion is \(v_-\propto e^{-i\omega_ct}\), so \(E_-\propto e^{-i\omega t}\) turns in the same sense as the electrons. An electron at \(z=z_0+v_zt\) feels this field at the frequency \(\omega-qv_z\). The wave's magnetic field, left out above, changes the strength of the transverse drive but not its frequency. Resonance therefore requires

\[
\omega-qv_z=\omega_c\quad\Longrightarrow\quad qv_z=-(\omega_c-\omega).
\]

For \(\omega<\omega_c\) and \(q>0\), the resonant electrons run against the wave, which raises the frequency they feel. Since \(|v_z|\le v_F\), they exist only if

\[
qv_F\ge\omega_c-\omega .
\]

When \(\omega\ll\omega_c\), equality means \(2\pi v_F/\omega_c=2\pi/q\): the fastest electron advances one wavelength per turn.

The current follows from the Boltzmann equation. Write the distribution as \(f_0(\varepsilon)+f_1\), let collisions remove \(f_1\) at the rate \(\nu=1/\tau\), and let \(\phi\) be the angle of the transverse velocity, so that \(v_x+iv_y=v_\perp e^{i\phi}\). The static field turns this angle at the rate \(\omega_c\). The wave's magnetic force does no work, so it does not act on \(f_0(\varepsilon)\) to first order. The electric force contributes \(-e\mathbf E\cdot\mathbf v f_0'\) on the left side, and moving it to the right gives

\[
\left[-i(\omega-qv_z+i\nu)+\omega_c\frac{\partial}{\partial\phi}\right]f_1
=e\,\mathbf E\cdot\mathbf v\,f_0' .
\]

For the component with \(E_x+iE_y=0\), the product is \(\mathbf E\cdot\mathbf v=\tfrac12E_-v_\perp e^{i\phi}\). Hence \(f_1\propto e^{i\phi}\), the angular derivative becomes \(i\), and

\[
f_1=\frac{eE_-v_\perp e^{i\phi}f_0'}{2i(\Omega+qv_z)},\qquad
\Omega=\omega_c-\omega-i\nu .
\]

The current is \(j_-=-e\int v_-f_1\,2d^3p/(2\pi\hbar)^3\). At low temperature \(-f_0'\) is a delta function at the Fermi energy, where the density of states is \(3n/(mv_F^2)\). With \(v_z=v_Fx\) and \(v_\perp^2=v_F^2(1-x^2)\), the average over the sphere is \(\tfrac12\int dx\), so that

\[
j_-=\frac{e^2}{2i}\,\frac{3n}{mv_F^2}\,\frac12
\int_{-1}^{1}\frac{v_F^2(1-x^2)}{\Omega+qv_Fx}\,dx\;E_- .
\]

Taking \(\Omega\) out of the denominator gives the conductivity

\[
\sigma_-=-\frac{ine^2}{m\Omega}f(a),\qquad a=\frac{qv_F}{\Omega},
\]

\[
f(a)=\frac34\int_{-1}^{1}\frac{1-x^2}{1+ax}\,dx .
\]

The factor \(f\) holds the whole effect of motion along the wave. To integrate it, divide the numerator by the denominator:

\[
1-x^2=(1+ax)\left(\frac1{a^2}-\frac xa\right)+1-\frac1{a^2}.
\]

The term odd in \(x\) integrates to zero, and the remainder gives a logarithm:

\[
f(a)=\frac{3}{2a^2}-\frac{3(1-a^2)}{4a^3}\ln\frac{1+a}{1-a}.
\]

For \(|a|<1\) one may instead expand \(1/(1+ax)\). Odd powers of \(x\) vanish and the even ones give

\[
f(a)=\sum_{k=0}^{\infty}\frac{3a^{2k}}{(2k+1)(2k+3)}
=1+\frac{a^2}{5}+\cdots .
\]

Thus \(f(0)=1\), while at \(a=1\) the integrand is \(1-x\) and \(f(1)=3/2\). The response grows because electrons moving against the wave come closer to resonance, and they gain more response than those moving with it lose.

Without collisions \(f\) is real for \(0<a<1\), so the current is a quarter period out of phase with the field and takes no mean power. For \(a>1\), the small negative imaginary part of \(\Omega\) puts \(a\) just above the real axis. Then \(1-a=(a-1)e^{-i\pi}\), the logarithm gains \(+i\pi\), and

\[
\operatorname{Im}f=\frac{3\pi(a^2-1)}{4a^3}.
\]

Since \(\operatorname{Re}\sigma_-=(ne^2/m\Omega)\operatorname{Im}f\), this is positive absorption. It starts from zero at \(a=1\), because the first resonant electrons lie at the pole of the sphere, where the transverse velocity vanishes.

Maxwell's equations fix the wave number. For a transverse wave, \(\nabla\times(\nabla\times\mathbf E)=q^2\mathbf E\), and eliminating the magnetic field gives

\[
c^2q^2=\omega^2+4\pi i\omega\sigma_-
=\omega^2+\frac{\omega_p^2\omega}{\Omega}f(a).
\]

The term \(\omega^2\) is the displacement current and is negligible here. In the local limit \(a\to0\), with \(\nu=0\) and \(\omega\ll\omega_c\), the rest becomes the usual helicon law:

\[
c^2q^2=\frac{\omega_p^2\omega}{\omega_c}
\quad\Longrightarrow\quad
\omega=\frac{cBq^2}{4\pi ne}.
\]

At fixed frequency the helicon has \(q\propto B^{-1/2}\), whereas the resonance needs \(q=\omega_c/v_F=eB/(cp_F)\), which is proportional to \(B\). Lowering the field raises the first wave number and reduces the second until they meet. Inserting the second into the first gives

\[
\omega=\frac{cB}{4\pi ne}\,\frac{e^2B^2}{c^2p_F^2}
=\frac{eB^3}{4\pi ncp_F^2},
\]

so the local estimate of the threshold is

\[
B_0=\left(\frac{4\pi ncp_F^2\omega}{e}\right)^{1/3}.
\]

The power one third is already here, but the estimate uses \(f=1\) at a point where \(f=3/2\). The consistent procedure sets \(a=1\) in the full law. With \(\nu=0\), without displacement current, and with \(q=(\omega_c-\omega)/v_F\),

\[
\frac{c^2(\omega_c-\omega)^2}{v_F^2}
=\frac32\,\frac{\omega_p^2\omega}{\omega_c-\omega},
\]

\[
(\omega_c-\omega)^3=\frac{3\omega_p^2\omega v_F^2}{2c^2}
=\frac{6\pi ne^2p_F^2\omega}{m^3c^2}.
\]

Multiplying the cube root by \(mc/e\) turns frequencies into fields:

\[
B_{\rm edge}=B_K+\frac{mc\,\omega}{e},\qquad
B_K=\left(\frac{6\pi ncp_F^2\omega}{e}\right)^{1/3}.
\]

This is the Kjeldaas edge for the spherical model. The main term contains no mass, because a heavier electron is slower along the field and turns more slowly in the same proportion. It exceeds the local estimate by \((3/2)^{1/3}=1.145\): the stronger response shortens the wave, so the condition \(a=1\) is met at a higher field. As shown below, at fixed frequency the root with \(a=1\) is not the helicon itself but a second root that appears at this field. Since \(p_F^2\propto n^{2/3}\), it also varies as \(n^{5/9}\) at fixed frequency.

The shift \(mc\omega/e\) is linear in frequency, so the cube-root law belongs to \(\omega\ll\omega_c\). At the edge the shift is the fraction \(r=\omega/\omega_c\) of the total field, and \(B_K\) is the fraction \(1-r\). Weighting their exponents accordingly gives

\[
\frac{d\ln B_{\rm edge}}{d\ln\omega}
=\frac{1-r}{3}+r=\frac13+\frac23\,\frac{\omega}{\omega_c}.
\]

As an example, take rough values for lithium: \(n=4.7\times10^{22}\) cm\(^{-3}\), a carrier mass of twice the free mass, and a temperature of 4 K. The density gives \(k_F=p_F/\hbar=11.165\) nm\(^{-1}\), or \(1.1165\times10^8\) cm\(^{-1}\). At 100 MHz, \(\omega=2\pi\times10^8\) s\(^{-1}\), and in Gaussian units

\[
B_K^3=\frac{6\pi nc(\hbar k_F)^2\omega}{e}
\approx4.82\times10^{14}\ {\rm G}^3 .
\]

The cube root is \(7.84\times10^4\) G, or 7.84 T. The finite-frequency shift adds 7.1 mT, so the edge lies at 7.85 T; the local estimate was 6.85 T. Replacing the mass by one free mass lowers the edge by less than 4 mT. The wave with \(a=1\) has a wavelength of 5.9 µm there; the helicon root at the same field has \(a=0.946\) and a wavelength of 6.2 µm. Solving the collisionless law for the field at which \(a=1\) gives 1.69 T at 1 MHz, 3.64 T at 10 MHz, 7.85 T at 100 MHz and 16.96 T at 1 GHz. A straight line through the logarithms of these values has slope 0.334. At 1 GHz, where \(\omega/\omega_c=0.0042\), the local slope is 0.336, as the exponent formula requires.

The condition \(a=1\) marks the start of resonant absorption for a wave of given real \(q\). If \(\omega\) is fixed instead and the metal chooses \(q\), there is a further detail. For \(\omega\ll\omega_c\) and no collisions, multiplying the dispersion law by \(v_F^2/(c^2\omega_c^2)\) gives

\[
a^2=\frac{\omega_p^2\omega v_F^2}{c^2\omega_c^3}f(a)
=\left(\frac{B_0}{B}\right)^3f(a),
\]

\[
\left(\frac B{B_0}\right)^3=h(a),\qquad h(a)=\frac{f(a)}{a^2}.
\]

Frequency enters through \(B_0\) alone. Any field picked out by a fixed value of \(a\) therefore varies as \(\omega^{1/3}\), whatever its prefactor. With \(s=a^2\), the series for \(f\) gives

\[
h=\frac1s+\frac15+\sum_{k=2}^{\infty}\frac{3s^{k-1}}{(2k+1)(2k+3)} .
\]

For \(0<s<1\) the term \(1/s\) is strictly convex and every other term is convex or constant, so \(h\) has at most one minimum. It falls at small \(s\). Near \(s=1\) it rises, because the terms of \(dh/ds\) behave as \(3/(4k)\) at large \(k\) and their sum diverges. The minimum therefore lies before \(a=1\). Numerical minimisation of the closed form puts it at \(a=0.981\), with \(h=1.475\), against \(h(1)=1.5\).

Seen with falling field, the helicon starts as the single real root. Once \(B<B_K\), a second real root enters from \(a=1\). The two meet at \(B_0(1.475)^{1/3}=7.80\) T, which is 0.55 % below \(B_K\). At lower fields there is no real root: \(h\) cannot reach the required value for \(a<1\), and \(f\) is complex for \(a>1\). The undamped wave of given frequency thus survives slightly past \(B_K\) and ends where the roots merge. Just below that field, the quadratic expansion of \(h\) about its minimum gives a conjugate pair of roots, whose imaginary part grows as the square root of the distance in field.

The same point has a meaning at fixed \(B\). Since \(B_0^3\propto\omega\), the law says \(\omega\propto1/h(a)\). The frequency is then greatest at the merging point, and the group velocity \(d\omega/dq\) vanishes there. On the second branch it is negative for positive \(q\).

Collisions blur this structure. In the local law \(q\propto\Omega^{-1/2}\), so for weak collisions and \(\omega\ll\omega_c\)

\[
\frac{\operatorname{Im}q}{\operatorname{Re}q}\approx\frac{1}{2\omega_c\tau}.
\]

Nearer the edge the complex dispersion law has to be solved in full. This was done by Newton's method, following the root with positive real and imaginary parts of \(q\) from strong collisions down to the wanted rate. Two mobilities \(e\tau/m\) are compared at 100 MHz: \(2\times10^4\) cm²/Vs, a rough value meant for a very pure specimen, and an ideal \(10^6\) cm²/Vs. They correspond to \(\omega_c\tau=15.7\) and 785 at the edge. The table gives the length \(1/\operatorname{Im}q\) over which the amplitude falls by a factor \(e\); fields are in units of \(B_{\rm edge}=7.85\) T.

| Field | Pure specimen (µm) | Ideal (µm) |
|---|---:|---:|
| 1.30 | 40.6 | 2017 |
| 1.10 | 23.0 | 1106 |
| 1.05 | 17.8 | 799 |
| 1.00 | 12.5 | 268 |
| 0.95 | 8.6 | 10.8 |
| 0.90 | 6.5 | 7.1 |

At 1.30 the two lengths differ by a factor of 50, the ratio of the mobilities, so collisions set the range of the wave. At 0.90 they differ by only about a tenth, and reducing the collisions further would hardly lengthen the decay of this wave. These lengths describe the helicon root alone. In the ideal metal at 0.90 the partner root of the pair, with the opposite sign of \(\operatorname{Re}q\), decays over almost the same length and is excited as strongly by a current sheet. Electrons that cross the metal without colliding also carry a weak field. In the ideal metal at 0.90 it falls more slowly than the helicon: for a thin current sheet inside the metal, about 0.2 % of the electric field at the sheet remains at a distance of 100 µm, where the helicon alone would leave about one part in a million. Between 1.05 and 0.95 the damping constant grows 74-fold in the ideal case but only 2.1-fold in the pure specimen. With \(\omega_c\tau\) near 16, the threshold is a gradual loss of transmission and not a sharp edge.

The reason can be read from \(a=qv_F/\Omega\). Through \(\Omega\) alone, collisions give \(a\) a relative imaginary part of about \(1/(\omega_c\tau)\), or 6 % for the pure specimen, and the imaginary part of \(q\) adds to it. The merging point lies only 0.019 below \(a=1\). As an order of magnitude, \(\omega_c\tau\) must be well above 50 before that separation can matter. At fixed mobility \(\omega_c\tau\) grows in proportion to \(B\), and so as \(\omega^{1/3}\) along the edge. Doubling it by frequency alone takes a factor of eight.

The shape of the Fermi surface matters more than the mass. Let \(A(p_z)\) be the area in momentum space of the orbit at given \(p_z\) on the Fermi surface. The cyclotron mass is \(m_c=(2\pi)^{-1}\partial A/\partial\varepsilon\), and the mean velocity along the field is \(\bar v_z=(\partial\varepsilon/\partial p_z)_A\). Differentiating at constant energy gives

\[
m_c\bar v_z=-\frac1{2\pi}\left(\frac{\partial A}{\partial p_z}\right)_{\varepsilon}.
\]

If the field lies along a rotation axis of the surface and the orbits encircle that axis, the edge condition at low frequency becomes \(qK=eB/c\), where \(K\) is the largest value of \(|\partial A/\partial p_z|/2\pi\). The velocity along the field may still vary during a turn, but the rotational symmetry cancels the absorption this could cause at smaller \(q\). Off such an axis the cancellation is lost, and some absorption may occur there. For the sphere, \(A=\pi(p_F^2-p_z^2)\) and \(K=p_F\). Now stretch the sphere by a factor \(s_B\) along the field at fixed volume. The half-length is \(s_Bp_F\), the squared equatorial radius is \(p_F^2/s_B\), and

\[
A=\frac{\pi p_F^2}{s_B}\left(1-\frac{p_z^2}{s_B^2p_F^2}\right),\qquad
K=\frac{p_F}{s_B^2}.
\]

For such a spheroid with quadratic energy, equal steps in \(p_z\) carry equal shares of the density of states, and \(v_\perp^2\) still varies as \(1-x^2\) with \(x=p_z/(s_Bp_F)\). The factor \(f\) is therefore unchanged, and the root with \(a=1\) at the edge obeys \(q^2=6\pi ne\omega/(cB)\). Inserting \(q=eB/(cK)\) gives

\[
B_K^3=\frac{6\pi ncK^2\omega}{e}\propto s_B^{-4},\qquad B_K\propto s_B^{-4/3}.
\]

A stretch of 5 % thus lowers the threshold by 6.3 %. Read the other way, a measured threshold gives \(K\) if \(n\) is known, \(\omega\ll\omega_c\ll\omega_p\), the surface is close to such a spheroid and the edge is sharp. If the measured threshold is the merging field, the formula for \(B_K\) makes \(K\) about 0.8 % too small. Using the local prefactor \(4\pi\) in place of \(6\pi\) would make \(K\) too large by \((3/2)^{1/2}\), or 22 %.

Lithium fits the model only in part. For the body-centred cubic structure at the chosen density, the free-electron sphere reaches 0.877 of the distance to the nearest zone face, so it remains inside the zone. Lithium changes its structure on cooling, however, and new zone planes may cut the sphere. Equating \(\hbar\omega_c\) to \(E_g^2/E_F\), the usual rough measure of magnetic breakdown, gives a gap \(E_g\) of about 33 meV at the edge for the assumed mass. Unlike the edge itself, this estimate depends strongly on the mass: it would be twice as large for one free mass. Electrons tunnel readily through much smaller gaps and keep their free orbits; much larger gaps reroute the orbits that meet them, and the spherical result can then fail. Three other neglected effects are small on this scale: \(k_BT/E_F=1.5\times10^{-4}\), \(\hbar\omega_c/E_F=1.9\times10^{-4}\), and the displacement current contributes about \(4\times10^{-12}\) of \(c^2q^2\). The motion of the ions is also left out. It matters most where the helicon and transverse sound have nearly the same speed, and at the 1 GHz edge the helicon's phase velocity, about 2.9 km/s, is in the range of sound speeds in metals. Of the effects considered here, the orbit geometry and the purity are the main uncertainties for a real crystal at 100 MHz, and 7.85 T is the value for a spherical surface at lithium's density with the ions at rest.

Numbers in the example were calculated in double precision.
